Sidebands of a linear Stark line in an oscillating field

**Problem**

An upper level consists of two degenerate states of opposite parity, s and p. A field F cos Ωt couples them through a dipole matrix element of length ℓ, so a static field would split the level linearly. Both states decay, each amplitude at the rate γ. A lower level g, which the field does not shift, is joined to p by a weak probe of adjustable frequency.

Rydberg units with ħ = 1 are used: energies and angular frequencies are in Ry, lengths in a0, and the field enters as the force eF in Ry/a0. The Stark amplitude is D = ℓ·eF, taken positive, since a change of its sign merely moves the field by half a cycle. The detuning δ is the probe frequency minus the field-free transition frequency.

(a) Find the absorption spectrum averaged over a field cycle.
(b) Find its limit for a slow field, and say what happens if the lines are narrower than their spacing.
(c) Find its limit for a fast field.
(d) Evaluate all three regimes for ℓ = 4 a0, eF = 5×10⁻⁶ Ry/a0, γ = 10⁻⁶ Ry and Ω = 10⁻⁵, 2×10⁻⁸ and 2×10⁻⁴ Ry.

The probe is treated to first order and in the rotating-wave approximation. Levels other than these three are left out, and so is the action of the field on the transition from g to p. Quadratic Stark shifts and resonances of the field with other transitions are thereby neglected.

**A first estimate by scaling**

The energy of a Stark state swings between −D and D. During a time of order 1/Ω it gathers an extra phase of order

a = D/Ω.

This ratio should decide the shape of the spectrum. The shift of each Stark state averages to zero over a cycle, so the extra phase is itself periodic, and lines can appear only at multiples of Ω from the field-free transition.

If a is large, the lines should fill the range from −D to D. There are about 2a + 1 of them, so a typical weight is 1/(2a + 1). If a is small, the phase hardly moves: the sideband amplitude is of order a and its weight of order a². The width γ decides whether lines at spacing Ω are seen separately.

For the data, D = 4 × 5×10⁻⁶ = 2×10⁻⁵ Ry. The three frequencies give a = 2, 1000 and 0.1. The estimate predicts:

- a = 2: five lines, k = −2 to 2, of weight about 0.2 each;
- a = 1000: about 2000 lines of weight 5×10⁻⁴ each;
- a = 0.1: one unshifted line, with sidebands of order 0.01.

**Solution of (a): the sidebands**

Let η be the real probe coupling. In the frame rotating with the probe the amplitudes obey

i ċ_s = (−δ − iγ) c_s + D cos Ωt c_p
i ċ_p = (−δ − iγ) c_p + D cos Ωt c_s + η c_g
i ċ_g = η c_p.

To first order in η we set c_g = 1 in the second equation. This is justified if η ≪ γ and g loses little during a cycle.

The combinations c_± = (c_s ± c_p)/√2 separate the pair. Adding and subtracting the first two equations gives

i ċ_± = (−δ − iγ ± D cos Ωt) c_± ± η/√2.

The separation works at all times because the two states are degenerate and decay equally. A splitting or unequal decay would mix c_+ and c_−, and the result below would no longer be exact. For the data of (d) at a = 2, a splitting of 0.1γ changes the spectrum by about 2% of its peak, while an s state decaying a hundred times more slowly than p changes it by about 80%. Real s, p pairs must be checked against both conditions.

Remove the oscillating energy by writing, with θ = Ωt,

c_± = exp(∓ia sin θ) b_±.

Since i d/dt exp(∓ia sin θ) = ±D cos θ exp(∓ia sin θ), the Stark term cancels:

i ḃ_± = (−δ − iγ) b_± ± (η/√2) exp(±ia sin θ).

The source is periodic. Its Fourier coefficients define the Bessel functions. With ⟨…⟩ the average over θ,

exp(ia sin θ) = Σ_k J_k(a) e^{ikθ},  J_k(a) = ⟨exp(ia sin θ − ikθ)⟩.

Replacing θ by −θ conjugates the average, so J_k is real. Replacing θ by θ + π gives J_k(−a) = (−1)^k J_k(a).

After a time long compared with 1/γ only the periodic solution remains. Insert b_± = Σ_k b_{±,k} e^{ikθ}. The time derivative gives i·(ikΩ) = −kΩ, hence

b_{±,k} = ±(η/√2) J_k(±a) / (δ − kΩ + iγ).

To average c_± we need ⟨exp(∓ia sin θ) e^{ikθ}⟩. This is the conjugate of J_k(±a), and so equals J_k(±a). A second Bessel factor appears, and its sign (−1)^k disappears in the square:

⟨c_±⟩ = ±(η/√2) Σ_k J_k²(a) / (δ − kΩ + iγ).

With c_p = (c_+ − c_−)/√2 the two Stark states contribute equally:

⟨c_p⟩ = η Σ_k J_k²(a) / (δ − kΩ + iγ).

The population of g changes at the rate 2 Re(c_g* ċ_g) = 2η Im c_p. The mean loss rate is therefore W = −2η Im⟨c_p⟩. Using Im 1/(x + iγ) = −γ/(x² + γ²), we obtain W = 2πη² S(δ) with

S(δ) = Σ_k J_k²(a) L(δ − kΩ),  L(x) = (γ/π)/(x² + γ²).

This is the answer to (a). At the line k the probe quantum exceeds the field-free transition energy by kΩ, and the difference is exchanged with the field.

The spectrum has unit area, because Parseval's theorem applied to exp(ia sin θ) gives Σ J_k² = 1. Replacing θ by −θ also shows J_{−k}(a) = J_k(−a), so the weights are symmetric in k and their centre is unshifted. Differentiating the Fourier series with respect to θ and using Parseval again gives

Σ_k k² J_k² = a² ⟨cos² θ⟩ = a²/2.

The mean-square line position is Ω²a²/2 = D²/2. It equals the mean square of the instantaneous Stark shift at any field frequency. What changes with Ω is how this spread is made up: for a slow field by many lines within the Stark range, for a fast field by a small weight far outside it.

**Solution of (b): the slow field**

For small Ω the sum has many terms, and a time integral is more useful. The Lorentzian can be written as

L(x) = (1/π) Re ∫₀^∞ e^{(ix−γ)τ} dτ.

Inserting x = δ − kΩ leaves the sum Σ J_k² e^{−iku} with u = Ωτ. By Parseval it is the average of exp(−ia sin θ) exp[ia sin(θ − u)]. Since sin(θ − u) − sin θ = −2 sin(u/2) cos(θ − u/2), the average is a J_0:

Σ_k J_k²(a) e^{−iku} = J_0(2a sin(u/2)).

Thus

S(δ) = (1/π) Re ∫₀^∞ e^{(iδ−γ)τ} J_0(2a sin(Ωτ/2)) dτ.

Let Ω → 0 at fixed D and γ. The argument of J_0 tends to Dτ. Writing J_0(Dτ) = ⟨exp(−iDτ cos φ)⟩ and integrating over τ gives

S_qs(δ) = ⟨L(δ − D cos φ)⟩ = (1/π) Re ⟨1/(z + iD cos φ)⟩,  z = γ − iδ.

This is the quasistatic picture: at each instant the two Stark states absorb as Lorentzians of half weight, centred at D cos φ and −D cos φ, and the observer averages over the cycle. Both have the same average, so the formula needs only one of them, with full weight.

The average has a closed form. Take z real and positive first. Pairing φ with φ + π turns the integrand into z/(z² + D² cos² φ). With t = tan φ,

⟨1/(z + iD cos φ)⟩ = (2/π) ∫₀^∞ z dt/(z²t² + z² + D²) = 1/√(z² + D²).

Both sides are analytic for Re z > 0, so the formula extends to z = γ − iδ, with the root of positive real part:

S_qs(δ) = (1/π) Re 1/√[(γ − iδ)² + D²].

How slow must the field be? From |y − sin y| ≤ y³/6 with y = Ωτ/2, the argument of J_0 differs from Dτ by at most DΩ²τ³/24. Differentiating the phase average gives J_0′ = (J_{−1} − J_1)/2 = −J_1. Since J_1² + J_{−1}² ≤ 1, the slope of J_0 is at most 1/√2. With ∫₀^∞ τ³ e^{−γτ} dτ = 6/γ⁴,

|S − S_qs| ≤ DΩ²/(4√2 π γ⁴).

For D of order γ or larger the natural scale of the profile is 1/D, and on that scale this is small if Ω ≪ γ²/D. That condition is sufficient; the argument does not show it to be necessary.

If γ now tends to zero, the radicand tends to D² − δ². Inside the Stark range the root is real, outside it is imaginary:

S_qs → 1/[π√(D² − δ²)] for |δ| < D, and 0 for |δ| > D.

The edges are strong because the shift D cos φ lingers at its turning points.

The order of the limits matters. If γ → 0 at fixed Ω, the lines stay separate however small Ω is, and no smooth profile appears. What then converges as Ω → 0 is the weight collected over a fixed detuning range. The Fourier transform of the weights, J_0(2a sin(Ωτ/2)), tends for every τ to J_0(Dτ), the transform of the quasistatic density, and this convergence carries over to cumulative weights. For example, the share within |δ| ≤ D/2 tends to (2/π) arcsin(1/2) = 1/3.

Single weights behave differently. For large a and |k| well below a, the phase a sin θ − kθ in the integral for J_k is stationary where D cos θ = kΩ, which happens at two times per cycle, θ = ±θ₀. Gaussian integration about both points gives, at leading order,

J_k² ≈ 2 cos² Φ_k / [π√(a² − k²)],  Φ_k = a sin θ₀ − kθ₀ − π/4.

The two passages through resonance interfere. Replacing cos² Φ_k by its mean 1/2 recovers the quasistatic density times the spacing Ω.

**Solution of (c): the fast field**

The second moment controls the sidebands. Since k² ≥ 1 for every sideband,

1 − J_0² = Σ_{k≠0} J_k² ≤ Σ_k k² J_k² = a²/2.

The change of the spectrum is

S − L(δ) = Σ_{k≠0} J_k² L(δ − kΩ) − (1 − J_0²) L(δ).

Both terms on the right, taken without the minus sign, lie between 0 and (1 − J_0²)/(πγ). Their difference therefore obeys

|S − L| ≤ a²/(2πγ).

Relative to the field-free peak 1/(πγ), the change is at most a²/2, for any γ. As D/Ω → 0 the spectrum therefore approaches the field-free line on the scale of its peak height: the energy reverses its shift before an appreciable phase builds up.

The first sidebands follow from exp(ia sin θ) ≈ 1 + (a/2)(e^{iθ} − e^{−iθ}). Each has weight a²/4 at leading order. Within this model Ω may grow without limit; in a real system it must also stay away from resonance with the transition from g to p and with transitions to omitted levels.

**Solution of (d), compared with the estimate**

The force 5×10⁻⁶ Ry/a0 corresponds to a field of 1.286×10⁶ V/m, and D/h is 65.8 GHz.

*Middle case, a = 2.* The line spacing is 32.9 GHz, ten times γ, so the lines are resolved. Their weights are

k = 0: 0.0501
k = ±1: 0.3326 each
k = ±2: 0.1245 each
k = ±3: 0.0166 each.

The five lines with |k| ≤ 2 hold 0.0501 + 2(0.3326 + 0.1245) = 0.964 of the total. The estimate found the extent of the spectrum, but not the distribution: instead of 0.2 everywhere, the centre is weak and the first sidebands dominate. Scaling cannot see this interference.

The height at δ = 0, relative to the field-free peak, is 0.0574 and not 0.0501. Most of the difference comes from the tails of the first sidebands, which lie 10γ away and add 2 × 0.3326/(1 + 10²) = 0.0066.

The weight of the central line vanishes first at a = 2.405, that is at

eF = 2.405 × 10⁻⁵/4 = 6.01×10⁻⁶ Ry/a0.

A force about 20% larger than the chosen one thus removes the central line, while the sideband tails still absorb at δ = 0.

The first-order formula was also tested against the full three-state equations, including the loss from g, for this and two other parameter sets. With a probe coupling η = 0.01γ the largest relative difference was 9×10⁻⁵; it grows with η and reaches a few tenths of a percent to one percent at η = 0.1γ.

*Slow case, a = 1000.* Here Ω is fifty times smaller than γ, and the lines merge. The sideband sum and the quasistatic formula give, for D·S:

δ = 0: 0.3179 and 0.3179
δ = 0.5 D: 0.3663 and 0.3663
δ = D: 0.7200 and 0.7205
δ = 1.2 D: 0.0631 and 0.0631.

The largest deviation on detunings sampled in steps of γ is 4.5×10⁻⁴ in D·S; on a finer grid it reaches 5.8×10⁻⁴ near δ = 1.01 D. Both lie below the bound 9.0×10⁻³. The finite γ keeps the edge finite and lets some absorption leak outside the Stark range.

The estimated weight 5×10⁻⁴ is a fair average over the whole range, but single lines scatter: k = 0, 1, 2 have 6.14×10⁻⁴, 0.22×10⁻⁴ and 6.14×10⁻⁴. The interference formula explains the alternation. Near the centre θ₀ ≈ π/2, so Φ_k changes by about −π/2 from one line to the next, and cos² and sin² alternate. Neighbours should add up to 2/(πa) = 6.37×10⁻⁴, as the first two do. The weight within |δ| ≤ D/2 is 0.3339, close to 1/3.

If γ is reduced to 10⁻⁹ Ry at the same Ω, absorption on the central line is 79 times that midway to the next line. The comb has returned, although a is still 1000.

*Fast case, a = 0.1.* The central line keeps the weight 0.9950. Each first sideband has 0.00249, against a²/4 = 0.00250. The scaling estimate a² = 0.01 had the right power of a but lacked the factor 1/4. The largest sampled change of the spectrum is 0.00499 of the field-free peak, just below the bound 0.005. Further values are in the numerical output.

Calculated quantities

```
dipole length = 4.0 a0
force eF = 5.0e-06 Ry/a0
field amplitude F = 1.2856e+06 V/m
half width gamma = 1.0e-06 Ry
Stark amplitude D = 2.0e-05 Ry
D/h = 65.797 GHz
middle Omega = 1.0e-05 Ry, a = 2.000
sideband spacing, middle case = 32.898 GHz
weight of line k = +-0, a = 2: 0.050127
weight of line k = +-1, a = 2: 0.332612
weight of line k = +-2, a = 2: 0.124492
weight of line k = +-3, a = 2: 0.016626
weight of line k = +-4, a = 2: 0.001156
weight of line k = +-5, a = 2: 0.000050
second moment of k, a = 2: 2.000000
height/field-free peak at delta = 0.0 Omega: 0.05737
height/field-free peak at delta = 0.5 Omega: 0.01698
height/field-free peak at delta = 1.0 Omega: 0.33536
height/field-free peak at delta = 2.0 Omega: 0.12853
first zero of central line: a = 2.40483
force at that zero = 6.0121e-06 Ry/a0
largest relative error against three-state dynamics = 8.8e-05
slow Omega = 2.0e-08 Ry, a = 1000.0
delta = 0.0 D: D*S = 0.317913, quasistatic D*S = 0.317913
delta = 0.5 D: D*S = 0.366336, quasistatic D*S = 0.366336
delta = 0.9 D: D*S = 0.674070, quasistatic D*S = 0.674068
delta = 1.0 D: D*S = 0.720042, quasistatic D*S = 0.720489
delta = 1.2 D: D*S = 0.063071, quasistatic D*S = 0.063068
zero-width quasistatic D*S at delta = 0: 0.318310
largest slow deviation, D*|S - S_qs| = 4.48e-04
its bound = 9.00e-03
weight within |delta| <= D/2, a = 1000: 0.33391
weight of line k = 0, a = 1000: 6.144e-04
weight of line k = 1, a = 1000: 2.236e-05
weight of line k = 2, a = 1000: 6.139e-04
narrow half width = 1.0e-09 Ry
narrow comb, S on line k = 0 / S midway to k = 1: 79.0
fast Omega = 2.0e-04 Ry, a = 0.100
central weight, fast case = 0.995009
weight of each first sideband, fast case = 0.002494
estimate a^2/4 = 0.002500
total sideband weight, fast case = 0.004991
its bound a^2/2 = 0.005000
largest fast deviation/field-free peak = 0.004991
```
